# H2 Exchange from Full CI: Gaussian Tails and Floating-Point Limits

## One orbital per atom

Place one real, normalized orbital $a$ on proton A and its copy $b$ on proton B, a distance $R$ away. The nuclei are fixed, the Hamiltonian is non-relativistic, and Hartree atomic units are used. The exchange constant is defined by $H_{\rm spin}=J\,\mathbf S_1\cdot\mathbf S_2$. Since $\mathbf S_1\cdot\mathbf S_2$ is $1/4$ in the triplet and $-3/4$ in the singlet,

$$J=E_T-E_S ,$$

and positive $J$ means antiferromagnetic coupling.

Write $|ab\rangle=a(1)b(2)$. The spatial triplet is $|ab\rangle-|ba\rangle$. The lowest singlet mixes $|ab\rangle+|ba\rangle$ with the ionic $|aa\rangle+|bb\rangle$. With $M=H-E$, define

$$k=\langle ab|M|ba\rangle,\quad t=\langle ab|M|bb\rangle,\quad \Delta=\langle bb|M|bb\rangle,\quad E_0=\langle ab|H|ab\rangle .$$

The triplet condition is $E_0-E-k=0$. For the singlet, let $|ab\rangle$ and $|ba\rangle$ have amplitude $c$, and the ionic products amplitude $d$. Inversion symmetry makes all covalent–ionic elements equal to $t$. Dropping $\langle aa|M|bb\rangle$, which is of second order in the overlap, gives

$$(E_0-E+k)c+2td=0,\qquad 2tc+\Delta d=0 .$$

The second equation gives $d=-2tc/\Delta$, so $E_S=E_0+k-4t^2/\Delta$. To leading order in the overlap, $k$, $t$ and $\Delta$ may be evaluated at $E=E_0$, and

$$J=\frac{4t^2}{\Delta}-2k. \tag{1}$$

The first term comes from virtual hopping, which lowers the singlet. The second is direct exchange between the two covalent products.

## What a Gaussian tail does to this J

Let $a$ be a contracted Gaussian orbital with atomic energy $\varepsilon$, smallest exponent $\alpha$, and coefficient $c_0$ on that normalized primitive. For two primitives of exponent $\alpha$,

$$e^{-\alpha(r_A^2+r_B^2)}=e^{-\alpha R^2/2}\,e^{-2\alpha|\mathbf r-\mathbf R_{\rm mid}|^2}.$$

A pair with exponents $\alpha$ and $\beta>\alpha$ decays with $\alpha\beta/(\alpha+\beta)>\alpha/2$, hence faster. At large $R$ the overlap is therefore $s=c_0^2e^{-\alpha R^2/2}$.

For the kinetic energy, $-\tfrac12\nabla^2$ acting on the primitive at B multiplies it by $3\alpha-2\alpha^2r_B^2$. The product Gaussian has variance $1/(4\alpha)$ per direction about the midpoint, so the mean of $r_B^2$ is $R^2/4+3/(4\alpha)$. The kinetic element is

$$s\left(3\alpha-\frac{\alpha^2R^2}{2}-\frac{3\alpha}{2}\right)=s\left(\frac{3\alpha}{2}-\frac{\alpha^2R^2}{2}\right).$$

Now collect $t=h_{ab}+s\,h_{bb}+(ab|bb)+s/R-Es$, where $h$ contains both nuclei. The charge $ab$ sits at the midpoint, $R/2$ from each centre. The two nuclei contribute $-4s/R$ and the other electron $+2s/R$. Further, $h_{bb}=\varepsilon-1/R$, and $E=2\varepsilon$ for neutral atoms. The terms in $1/R$ sum to $-4-1+2+1=-2$, so

$$t=-s\left(\frac{\alpha^2R^2}{2}-\frac{3\alpha}{2}+\varepsilon+\frac2R\right). \tag{2}$$

With $U=(bb|bb)$, the ionic energy denominator is

$$\Delta=2(\varepsilon-1/R)+U+1/R-2\varepsilon=U-1/R .$$

The hopping term in (1) thus scales as $R^4e^{-\alpha R^2}$. The leading part of $k$ is $2s$ times the kinetic element, $-\alpha^2R^2s^2$. Relative to the hopping term, $-2k$ is therefore a correction of about $2\Delta/(\alpha^2R^2)$. Hence

$$J\to\frac{4t^2}{U-1/R}\propto R^4e^{-\alpha R^2}. \tag{3}$$

Take the lowest atomic orbital in the s exponents 0.12, 0.48, 1.92 and 7.68, for which $\alpha=0.12$, $c_0=0.5233$, $\varepsilon=-0.49866$ and $U=0.6221$, and set $R=50$. The bracket in (2) is $18-0.18-0.499+0.04=17.36$, and $\Delta=0.6021$. Equation (3) gives $7.73\times10^{-129}$ Eh; the numerical result is $7.99\times10^{-129}$ Eh, 3.4% higher. The estimated correction is $2(0.6021)/36=3.3\%$. At 70 bohr the difference has fallen to 1.7%.

This is not the decay of real hydrogen. An electron bound by $1/2$ Eh has a tail $e^{-r}$. Exchange moves two electrons across the distance $R$, which gives the exponential factor $e^{-R}e^{-R}=e^{-2R}$, apart from slower factors that this argument does not determine.

## Which exponents are needed

An exponential can be written as a sum of Gaussians:

$$e^{-r}=\frac1{2\sqrt\pi}\int_0^\infty d\zeta\,\zeta^{-3/2}e^{-1/(4\zeta)-\zeta r^2}. \tag{4}$$

To verify this, set $u=1/(2\sqrt\zeta)$. Then $\zeta^{-3/2}d\zeta$ becomes $4\,du$ after the limits are reversed, and the integral is $4I$ with $I=\int_0^\infty e^{-u^2-b^2/u^2}du$ and $b=r/2$. Replacing $u$ by $b/u$ gives the same $I$ with an extra factor $b/u^2$. Adding the two forms and using $v=u-b/u$, for which $u^2+b^2/u^2=v^2+2b$, gives

$$2I=e^{-2b}\int_{-\infty}^{\infty}e^{-v^2}dv=\sqrt\pi\,e^{-r}.$$

Thus $4I=2\sqrt\pi\,e^{-r}$, as required.

The exponent in (4) is stationary when $-1/(4\zeta^2)+r^2=0$, or $\zeta=1/(2r)$. At the bond midpoint, $r=R/2$, this is $\zeta=1/R$. A basis with smallest exponent $\alpha$ therefore starts to lack the required tail around

$$R_{\rm tail}\sim1/\alpha . \tag{5}$$

This is a scale, not a sharp boundary. For $\alpha=0.12$ it is 8.3 bohr. There the midpoint value of the contracted orbital is 1.09 times that of the true 1s function. At twice this distance the ratio is 0.13, and at three times it is $2.6\times10^{-4}$.

## The straightforward full-CI scheme

With several functions $\chi_i$ on the two atoms, the space of products $\chi_i(1)\chi_j(2)$ has matrices

$$O_{ij,kl}=S_{ik}S_{jl},$$
$$H_{ij,kl}=h_{ik}S_{jl}+S_{ik}h_{jl}+(ik|jl)+S_{ik}S_{jl}/R .$$

The terms are the two one-electron energies, the electron repulsion and the nuclear repulsion. Exchanging the electrons leaves $H$ unchanged, so $H_{ji,lk}=H_{ij,kl}$. For the combinations $|ij\rangle\pm|ji\rangle$ the matrix element is therefore $2(H_{ij,kl}\pm H_{ij,lk})$, and likewise for $O$. The common factor 2 cancels in the eigenvalue equation. The plus sign gives singlets and the minus sign triplets. Diagonalizing both blocks is full configuration interaction, exact within the chosen basis.

The naive last step subtracts the two lowest energies. If their difference carries an absolute error $\delta$, the relative error of $J$ is $\delta/|J|$. Obtaining $q$ significant digits of $J$ takes about

$$q+\log_{10}(|E|/|J|) \tag{6}$$

digits in the energies. The same rule applies when $\delta$ comes from an unconverged iterative eigensolver.

To separate rounding from basis error, the same basis can be treated with 70-digit arithmetic. For s Gaussians the integrals have closed forms. The double-precision eigenvector is then refined by inverse iteration with a shift $\sigma$ just below the lowest energy $E_0$. Each iteration reduces the unwanted component $n$ by $(E_0-\sigma)/(E_n-\sigma)$.

With exponents 0.12, 0.48, 1.92 and 7.68, called the core basis, the results in Eh are:

| $R$ (bohr) | $J$, 70 digits | $J$, double subtraction |
|---:|---:|---:|
| 8 | $3.358\times10^{-5}$ | $3.358\times10^{-5}$ |
| 12 | $1.356\times10^{-8}$ | $1.356\times10^{-8}$ |
| 16 | $8.795\times10^{-14}$ | $8.871\times10^{-14}$ |
| 20 | $7.843\times10^{-21}$ | $8.5\times10^{-15}$ |

At 16 bohr the error is $7.5\times10^{-16}$ Eh, or 0.9% of $J$. At 20 bohr the subtraction returns rounding noise a million times larger than $J$. Neighbouring double-precision numbers near the total energy are $1.1\times10^{-16}$ Eh apart, and $|J|$ is below that spacing from 18 bohr. The noise can exceed one spacing, because the integrals and the diagonalization are rounded too.

At 20 bohr subtraction loses 20.1 digits. By (6), 30-digit arithmetic should leave about ten, and the measured relative error is $2.9\times10^{-11}$.

## Removing the subtraction

Higher precision works but is slow. Equation (1) suggests an alternative: compute the small coupling itself. Divide the products into three groups:

- D: electron 1 on A, electron 2 on B
- X: the same products with the electrons exchanged
- I: both electrons on the same atom

Let $M=H-EO$, and let $c$, $x$, $d$ be the amplitudes in D, X, I. With X ordered to match D, $x=+c$ for a singlet and $x=-c$ for a triplet. The equations are

$$M_{DD}c+M_{DX}x+M_{DI}d=0,$$
$$M_{ID}c+M_{IX}x+M_{II}d=0 .$$

Solving the second for $d$ and inserting it in the first gives

$$\left(H_{DD}-EO_{DD}-Q\pm W\right)c=0,$$
$$Q=M_{DI}M_{II}^{-1}M_{ID},\qquad W=M_{DX}-M_{DI}M_{II}^{-1}M_{IX}. \tag{7}$$

Now let $c_0$ denote the lowest solution of $H_{DD}c_0=E_0O_{DD}c_0$, with $c_0^TO_{DD}c_0=1$. Multiply (7) from the left by $c_0^T$. Because $c_0^TH_{DD}=E_0c_0^TO_{DD}$,

$$(E_0-E)\,c_0^TO_{DD}c-c_0^TQc\pm c_0^TWc=0 .$$

To leading order $c$ may be replaced by $c_0$, and $Q$ and $W$ evaluated at $E_0$. Then

$$E_{S,T}=E_0-c_0^TQc_0\pm c_0^TWc_0,$$

with the plus sign for the singlet. The shift $Q$ cancels, leaving

$$J=-2\,c_0^TWc_0 . \tag{8}$$

For one orbital per atom, $W=k-2t^2/\Delta$, and (8) reduces to (1).

Every term in $W$ contains two transfers between atoms. With the closed-form integrals used here, their small factors are computed as exponentials, with small relative error, rather than as remainders of numbers near one. Integral libraries aim at absolute accuracy and need not keep this property: with PySCF integrals, (8) in the core basis is off by 1.1% at 20 bohr and 2.3% at 30 bohr. Terms within $W$ may still partly cancel, but no total energies are subtracted. The numerical check requires agreement with the 70-digit core results to one part in $10^6$ from 14 bohr outward, and it holds even at 30 bohr, where $J=3.98\times10^{-46}$ Eh.

Equation (8) has two conditions. The overlap must be small: at 6 bohr the formula is 0.18% too high in the core basis. With diffuse functions the error persists further out: with the exponent 0.03 added to the core basis it is still 0.3% at 16 bohr. No ionic level may lie near $E_0$, or $M_{II}$ becomes nearly singular. In the one-orbital model this requires $U-1/R$ to be well above zero.

## An accurate number for the wrong tail

Equation (8) cures rounding, not the basis. In the full core basis, the curvature of $\ln(|J|/R^4)$ between 40 and 60 bohr gives an exponent of 0.12004, against the smallest basis exponent 0.12. The form $R^4e^{-\alpha R^2}$ found for one orbital also holds in this larger calculation, but the prefactor differs: at 30 bohr one orbital per atom gives $2.40\times10^{-46}$ Eh against $3.98\times10^{-46}$ Eh.

Adding a single function tests the cause at 20 bohr:

| Basis | $J$ at 20 bohr (Eh) |
|---|---:|
| core | $7.84\times10^{-21}$ |
| core + tight exponent 30.72 | $7.90\times10^{-21}$ |
| core + diffuse exponent 0.03 | $-2.64\times10^{-14}$ |

The tight function changes $J$ by less than 1%. The diffuse one changes its magnitude by a factor of 3.4 million, although it lowers the atomic energy by only about $4\times10^{-6}$ Eh. An atomic energy that hardly changes when a diffuse function is added is thus no evidence for a converged tail.

The diffuse function also reverses the sign. This is confirmed with 70 digits, so it is not rounding, and it is already present at 16 bohr, where $J=-3.19\times10^{-11}$ Eh. It is not ferromagnetism of H2 either. For two electrons with this real, spin-independent Hamiltonian, replacing a real spatial function $\psi$ by $|\psi|$ does not raise the energy. The exact ground state can therefore be taken without sign changes. It is then symmetric under exchange, hence a singlet. In a finite basis $|\psi|$ generally lies outside the available space, and the argument fails.

The order can reverse in two ways. In (1) it reverses when $k$ is positive and outweighs the hopping term; with only the lowest atomic orbital of the diffuse basis this happens at 30 bohr, where $J=-2.9\times10^{-22}$ Eh. The other way needs more orbitals. In the one-orbital model, ionic configurations exist only for singlets. With two or more orbitals per atom, ionic triplets also exist and lower the covalent triplet. Their existence alone does not reverse the order, since the core basis has them too and keeps $J>0$ at every distance computed with 70 digits. In the full diffuse basis at 16 and 20 bohr the $M_{DX}$ part of (8) is positive, $6.6\times10^{-12}$ and $2.0\times10^{-14}$ Eh, while the ionic part is negative and larger, $-3.8\times10^{-11}$ and $-4.7\times10^{-14}$ Eh, so at these distances the reversal comes through the ionic configurations.

The example also limits the use of (5). For exponent 0.03 the scale $1/\alpha$ is 33 bohr, yet the sign is wrong at 16 bohr. A small enough exponent is needed, but it does not suffice: the variational calculation fits the energy, to which the tail contributes little.

## H2 in standard basis sets

The s-only sets lack angular functions and serve to study the method. Full CI in two standard sets gives, in Eh:

| $R$ (bohr) | cc-pVTZ | aug-cc-pVTZ | ratio |
|---:|---:|---:|---:|
| 4 | $2.216\times10^{-2}$ | $2.281\times10^{-2}$ | 0.97 |
| 6 | $9.35\times10^{-4}$ | $1.006\times10^{-3}$ | 0.93 |
| 8 | $3.12\times10^{-5}$ | $3.44\times10^{-5}$ | 0.91 |
| 10 | $1.01\times10^{-6}$ | $1.04\times10^{-6}$ | 0.97 |
| 14 | $2.5\times10^{-10}$ | $8.0\times10^{-10}$ | 0.32 |

The smallest s exponents are 0.103 and 0.0253, so $1/\alpha$ is 9.7 and 40 bohr. The large disagreement at 14 bohr lies beyond the first scale, but the diffuse s function alone does not remove it. Added to cc-pVTZ, it raises $J$ at 14 bohr only to $3.5\times10^{-10}$ Eh, while the diffuse p and d functions alone lower it to $1.1\times10^{-10}$ Eh. The ratio also does not vary monotonically. The close agreement at 10 bohr therefore does not prove convergence.

At 8 bohr the augmented result is $3.44\times10^{-5}$ Eh, or 0.94 meV. The smaller set lies 9% below it; this difference measures sensitivity to the added functions and does not bound the remaining error. Going to aug-cc-pVQZ shifts $J$ by $+0.9\%$ at 6 and 8 bohr (to $3.47\times10^{-5}$ Eh at 8 bohr), by $+0.3\%$ at 10 bohr and by $-3.6\%$ at 14 bohr. Further out aug-cc-pVTZ itself reverses the sign, with $J=-6.7\times10^{-13}$ Eh at 18 bohr, well inside its scale of 40 bohr. Between 6 and 10 bohr the augmented $J$ decays at a mean rate of 1.72 per bohr. That is compatible with $e^{-2R}$ multiplied by a factor that grows with $R$, but so short an interval cannot establish the asymptotic law.

These failures fix the order of work. Subtract energies while $|J|$ is far above their numerical error: with noise near $10^{-14}$ Eh, as seen in the core basis, 1% accuracy needs $|J|$ above about $10^{-12}$ Eh. Beyond that, use (8) with integrals that keep their relative accuracy, after checking it against subtraction at a distance where both are valid, or use more digits. At every distance, vary the diffuse functions separately. If $J$ changes strongly or turns negative, further digits only describe the basis more precisely.

## Table of computed values

```
core s exponents (bohr^-2): [0.12 0.48 1.92 7.68]
core atom energy: -0.498660 Eh
core tail scale 1/alpha: 8.33 bohr
extended basis: core plus exponent 0.03 bohr^-2
extended atom energy: -0.498664 Eh
midpoint orbital/true 1s at R=8.33 bohr: 1.088e+00
midpoint orbital/true 1s at R=16.67 bohr: 1.348e-01
midpoint orbital/true 1s at R=25.00 bohr: 2.602e-04
core, R=4 bohr: E_S=-1.01057040, E_T=-0.98953553 Eh
core basis: R/bohr, J(70 digits), J(subtracted), J(direct), all J in Eh
  6  9.066557e-04  9.066557e-04  9.082472e-04
  8  3.357990e-05  3.357990e-05  3.358762e-05
 10  1.017835e-06  1.017835e-06  1.017841e-06
 12  1.356155e-08  1.356154e-08  1.356155e-08
 14  6.011186e-11  6.010870e-11  6.011186e-11
 16  8.795277e-14  8.870682e-14  8.795277e-14
 20  7.842841e-21  8.548717e-15  7.842841e-21
 30  3.984898e-46  1.554312e-15  3.984898e-46
extended basis: R/bohr, J(70 digits)/Eh, J(direct)/Eh
  8  3.473552e-05  3.460906e-05
 12  3.010704e-08  3.009006e-08
 16 -3.185754e-11 -3.176551e-11
 20 -2.638652e-14 -2.638511e-14
 30 -3.054114e-21 -3.054114e-21
digits lost by subtraction at R=20 bohr: 20.1
relative error of J with 30 digits at R=20 bohr: 2.9e-11
double-precision spacing of the energy: 1.11e-16 Eh
core: |J| below spacing from R=18.00 bohr (grid 0.25)
extended: |J| below spacing from R=22.75 bohr (grid 0.25)
alpha from curvature of ln|J/R^4|, 40-60 bohr: 0.12004 bohr^-2
contracted, R=50 bohr: J=7.9935e-129, law=7.7280e-129 Eh
contracted, R=70 bohr: J=2.5966e-253, law=2.5521e-253 Eh
contracted self-repulsion U: 0.62210 Eh
R=20 bohr, core + exponent 30.72: J=7.9032e-21 Eh
cc-pvtz: 28 orbitals, smallest s exponent 0.10270 bohr^-2
aug-cc-pvtz: 46 orbitals, smallest s exponent 0.02526 bohr^-2
H2 full CI: R/bohr, J(cc-pVTZ)/Eh, J(aug-cc-pVTZ)/Eh, ratio
   4  2.21625e-02  2.28128e-02  0.9715
   6  9.34722e-04  1.00577e-03  0.9294
   8  3.11577e-05  3.44008e-05  0.9057
  10  1.01213e-06  1.04252e-06  0.9708
  14  2.54765e-10  7.96688e-10  0.3198
aug-cc-pVTZ mean decay rate of J, 6-10 bohr: 1.718 bohr^-1
aug-cc-pVTZ J at 8 bohr: 0.9361 meV
```
